# Counting equivalent orientations of a threefold layer on a sixfold surface

## The problem

A crystalline layer one unit thick lies on a flat crystal surface. The surface, with everything beneath it, has sixfold symmetry: its point group $G$ is $C_{6v}$. The layer has a hexagonal lattice, but its atomic basis has only threefold symmetry, with in-plane point group $K=C_{3v}$. The layer is aligned, which means that its mirror lines are parallel to mirror lines of the surface.

(a) How many orientations of the layer does the symmetry of the surface make equal in energy?

(b) Through what angle must the layer be turned to pass from one to another?

(c) What happens to the count if the alignment is lost?

Three conventions are used. A point group here contains the rotations and mirrors of the plane that, combined with a suitable translation, map the crystal onto itself and leave the surface normal unchanged. An orientation is a layer up to translation, so two layers that differ by a sideways shift have the same orientation. Angles are counted anticlockwise from the $x$ axis, which lies along a shortest lattice vector of the surface.

## Hints

**Hint 1.** Apply a symmetry operation of the surface to the layer and the substrate together. What has changed, and what has not?

**Hint 2.** Some operations of $G$ return the layer to its own orientation. Show that they form a group $H$, and write down its elements.

**Hint 3.** When do two operations $g$ and $g'$ of $G$ carry the layer to the same orientation? Express the answer through $g^{-1}g'$.

**Hint 4.** The lattice of the layer has more symmetry than the layer. Follow one atom of the basis through a rotation by 60 degrees.

## Solution

### Equal energies

Let $A$ stand for the positions of all layer nuclei and $S$ for those of the substrate. With the nuclei clamped, the Hamiltonian in atomic units is

$$
\hat H=-\frac12\sum_i\nabla_i^2-\sum_{i,I}\frac{Z_I}{|\mathbf r_i-\mathbf R_I|}+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|}+\sum_{I<J}\frac{Z_IZ_J}{|\mathbf R_I-\mathbf R_J|}.
$$

The potential terms depend on distances, and the Laplacian keeps its form under rotations, reflections and translations. If all nuclei are moved by such an operation $g$, the same change of electron coordinates restores the Hamiltonian. The ground-state energy is therefore unchanged: $E[gA,gS]=E[A,S]$. External fields are assumed absent.

Now choose $g$ from the symmetry operations of the substrate. Then $gS=S$, and

$$
E[gA,S]=E[A,S].
$$

The layer has moved, the substrate looks as before, and the energy is the same.

This extends to the best position of the layer. Let $\mathcal C(L)$ be the set of all arrangements with orientation $L$: every sideways shift, and every small internal distortion. The operation $g$ maps $\mathcal C(L)$ one to one onto $\mathcal C(gL)$ and preserves each energy, so the two sets have the same minimum. If the substrate also relaxes, its distortions are included in the set and the argument is unchanged.

At a given shift more care is needed. Put the origin at a sixfold centre of the surface. Turn the layer by $\theta$ about its own centre, then shift it by $\mathbf t$, so that an atom at $\mathbf r$ goes to $R_\theta\mathbf r+\mathbf t$. A further rotation by 60 degrees about the origin gives

$$
R_{60}(R_\theta\mathbf r+\mathbf t)=R_{\theta+60}\,\mathbf r+R_{60}\mathbf t .
$$

Hence

$$
E(\theta+60^\circ,R_{60}\mathbf t)=E(\theta,\mathbf t).
$$

The shift has to turn with the layer. Symmetry does not promise equal energies if the layer is turned and $\mathbf t$ is kept.

### The operations that preserve the orientation

Write $R_\alpha$ for a rotation by $\alpha$ and $M_\varphi$ for the reflection in a line at angle $\varphi$. With $M_0=\mathrm{diag}(1,-1)$, reflection in the tilted line means turning the line onto the $x$ axis, reflecting, and turning back:

$$
M_\varphi=R_\varphi M_0R_{-\varphi}=R_{2\varphi}M_0 .
$$

The last step uses $M_0R_{-\varphi}=R_{\varphi}M_0$, because a reflection reverses the sense of rotation. It follows that

$$
R_\alpha M_\varphi=R_{\alpha+2\varphi}M_0=M_{\varphi+\alpha/2}.
$$

The surface group has twelve elements: the rotations by 0, 60, 120, 180, 240 and 300 degrees, and the mirrors at 0, 30, 60, 90, 120 and 150 degrees. Let the aligned layer have its mirrors at 30, 90 and 150 degrees. The other aligned choice, 0, 60 and 120 degrees, is treated in the same way.

Define $H$ as the set of elements of $G$ with $hL=L$. If $h$ and $h'$ preserve $L$, so do $hh'$ and $h^{-1}$, so $H$ is a group. An element belongs to $H$ if it is a symmetry of both surface and layer, hence $H=G\cap K$. Alignment places every layer mirror among the surface mirrors, and the threefold rotations are common to both. Therefore

$$
H=\{R_0,R_{120},R_{240},M_{30},M_{90},M_{150}\},
$$

which is the whole of $C_{3v}$.

### From orientations to cosets

Two operations give the same orientation when $gL=g'L$. Acting with $g^{-1}$ on both sides gives

$$
gL=g'L\iff L=g^{-1}g'L\iff g^{-1}g'\in H\iff g'\in gH .
$$

The set $gH=\{gh:h\in H\}$ is a left coset. If $g'=gh$, then $g'H=ghH=gH$, since multiplication by $h$ merely rearranges $H$. Conversely, if $g'H=gH$, then $g'=g'R_0$ lies in $gH$. So

$$
gL=g'L\iff gH=g'H ,
$$

and there is one orientation for each left coset.

The cosets can be counted without listing them. Two cosets that share an element are equal, by the argument just given, so different cosets do not overlap. Each has $|H|$ elements, because $gh=gh'$ implies $h=h'$. Together they fill $G$. The number of orientations is thus

$$
N=\frac{|G|}{|H|}=\frac{12}{6}=2 .
$$

This answers (a).

### The angle between them

One coset is $H$ itself, which stands for the original orientation. The rotation $R_{60}$ is not in $H$, so it generates the other. Using $R_{60}M_\varphi=M_{\varphi+30}$ and $M_{180}=M_0$,

$$
R_{60}H=\{R_{60},R_{180},R_{300},M_{60},M_{120},M_0\}.
$$

The two lists contain all twelve elements once each. All six operations in the second list produce one and the same orientation. In particular, turning the layer by 60, 180 or 300 degrees gives the same result, since these angles differ by multiples of 120 degrees. The smallest turn is 60 degrees, which answers (b). The mirrors in the list bring nothing new: the mirror image of this layer is also a rotated copy of it.

### Why the two are different layers

The coset argument guarantees that $R_{60}L\neq L$, given that $R_{60}$ is not in $K$. The atoms show why. Let the layer lattice be spanned by $\mathbf a_1$ and $\mathbf a_2=R_{60}\mathbf a_1$. Put one species, M, at the lattice points and the other, X, at $-\boldsymbol\tau$, with $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$.

Since $R_{60}\mathbf a_2=\mathbf a_2-\mathbf a_1$, the lattice is mapped onto itself. For the basis,

$$
R_{60}\boldsymbol\tau=\frac{\mathbf a_2+(\mathbf a_2-\mathbf a_1)}3=\mathbf a_2-\frac{\mathbf a_1+\mathbf a_2}3=\mathbf a_2-\boldsymbol\tau .
$$

Up to a lattice vector, the X atom therefore moves from $-\boldsymbol\tau$ to $+\boldsymbol\tau$, which was an empty site. A translation cannot undo this. It would have to carry M atoms to M atoms, so it would be a lattice vector, and $2\boldsymbol\tau=2(\mathbf a_1+\mathbf a_2)/3$ is not one. A second turn by 60 degrees brings X back to $-\boldsymbol\tau$, in keeping with the threefold symmetry.

The two orientations have the same lattice, and hence the same moiré lattice on the surface. Here the shortest lattice vectors of layer and surface are parallel. For constants $a_s<a_l$, the shortest reciprocal vectors are then parallel too, with lengths $4\pi/(\sqrt3a_s)$ and $4\pi/(\sqrt3a_l)$. Their difference defines a hexagonal beat pattern with constant $a_m$:

$$
\frac1{a_m}=\frac1{a_s}-\frac1{a_l},\qquad a_m=\frac{a_sa_l}{a_l-a_s}.
$$

With $a_s=2.5$ and $a_l=3.2$ angstrom, $a_m=8.0/0.7=11.4$ angstrom for both. The moiré period cannot tell the two domains apart. Where they meet, the lattice can continue but the basis must change, so a boundary is left in the film.

### Loss of alignment

Turn the layer by $\theta$ from alignment. Its mirrors move to $30^\circ+\theta$, $90^\circ+\theta$ and $150^\circ+\theta$. They coincide with surface mirrors when $\theta$ is a multiple of 30 degrees. At any other angle the common group has just the three rotations, $|H|=3$, and

$$
N=\frac{12}3=4 .
$$

The surface mirror $M_{90}$, which is also a mirror of the aligned layer, gives $M_{90}R_\theta L=R_{-\theta}M_{90}L=R_{-\theta}L$. The four orientations are thus at $\theta$, $-\theta$, $60^\circ+\theta$ and $60^\circ-\theta$, up to multiples of 120 degrees. As $\theta\to0$ they merge in pairs into 0 and 60 degrees. As $\theta\to30^\circ$ they merge into 30 and 90 degrees. This second aligned pair is not connected to the first by any element of $G$, and an energy calculation must decide which is lower. This answers (c).

A layer without mirrors, $K=C_3$, also has four variants at every angle. Two are rotations of the layer and two are rotations of its mirror image. If the film contains one hand alone, two remain.

### A numerical case

Consider a rigid triangular island on a honeycomb surface of identical atoms. The island has 28 X atoms in a low plane, 28 in a top plane and 21 M atoms between them, 77 in all. Its side is $6\times3.2=19.2$ angstrom (1.92 nm). The planes lie 3.4, 5.0 and 6.6 angstrom above the surface. Each island atom interacts with each surface atom through a Lennard-Jones potential of depth 0.01 eV and $\sigma=3.4$ angstrom, shifted to zero at a cutoff of 10 angstrom. For each angle, the energy is the lowest found on a grid of $12\times12$ shifts in the surface cell.

At 0 degrees this energy is $-5.527$ eV. Relative to it:

- At 60 degrees the energy is 0.0000 eV.
- At $-10$, 10, 50 and 70 degrees it is 0.0142 eV.
- At 30 and 90 degrees it is 0.0144 eV.

The three groups are the aligned pair, the four twisted variants and the second aligned pair. Among the angles computed, 0 and 60 degrees are lowest. That ordering belongs to this island and this potential; the equalities follow from symmetry. The preference is weak. In a scan in steps of one degree, 19 degrees lies only 0.0016 eV above 0, and no angle lies more than 0.0144 eV above it, about $0.17\,k_BT$ at 1000 K, so an island this small is not held in alignment at that temperature. Extending the cutoff to 14 angstrom moves the energy at 0 degrees to $-6.011$ eV and leaves the differences as listed. Letting the rigid island find its best height raises the costs at 10 and 30 degrees from 0.014 to 0.020 eV.

The role of the shift can be seen at $\mathbf t=(0.6,0.7)$ angstrom. Turning both island and shift by 60 degrees leaves the energy unchanged. Turning the island and keeping the shift changes it by 0.0034 eV.

Rigidity is a mild assumption for sideways motion in this model. On the grid of shifts, the largest lateral force on a low-plane atom is 0.0072 eV/angstrom. Held by a bond of stiffness 10 eV/angstrom$^2$, the atom moves by $0.0072/10=0.0007$ angstrom. This estimate treats each atom separately and leaves out softer collective distortions and changes of height. These would alter the energies, but not the equality within a pair, which was shown for relaxed layers too.

## Variation 1: a threefold surface

**Question.** The two sublattices of the honeycomb surface become inequivalent. What remains of the result?

**Solution.** A rotation by 60 degrees about a hexagon centre exchanges the sublattices, so it is no longer a symmetry. The surface group shrinks to $C_{3v}$. Its mirrors must keep each sublattice in place. The two atoms of a hexagon that lie on the $y$ axis through its centre belong to different sublattices. $M_{90}$ leaves both in place and survives; $M_0$ exchanges them and does not. The remaining group is the same as $H$, and

$$
N=\frac66=1 .
$$

The layer turned by 60 degrees still exists, but symmetry no longer ties its energy to that of the original. This count holds for the layer with mirrors at 30, 90 and 150 degrees. A layer with mirrors at 0, 60 and 120 degrees shares only the three rotations with this surface, so it keeps $6/3=2$ equivalent orientations, which $M_{90}$ exchanges.

Let $\delta$ be the relative difference of the two pair depths, and let $\Delta(\delta)=E_{60}(\delta)-E_0(\delta)$, each energy taken at its best shift. Turning the whole system by 60 degrees exchanges the sublattices, which gives $E_{60}(\delta)=E_0(-\delta)$ and $E_0(\delta)=E_{60}(-\delta)$. Hence

$$
\Delta(-\delta)=E_{60}(-\delta)-E_0(-\delta)=E_0(\delta)-E_{60}(\delta)=-\Delta(\delta).
$$

The splitting is odd in $\delta$: it vanishes for equal sublattices, and exchanging them reverses the preference.

For the island above with $\delta=0.2$, that is, depths of 0.011 and 0.009 eV (the larger for the sublattice of the hexagon atom on the positive $y$ axis, with the island at 0 degrees pointing along $+y$), the result is $\Delta=-0.0045$ eV. At 1000 K, $k_BT=0.0862$ eV, so $|\Delta|/k_BT=0.052$. If nothing else distinguishes the orientations, the equilibrium ratio is $e^{0.052}=1.05$ in favour of 60 degrees. The equivalence is lost in principle, yet an island of this size would hardly show it.

## Variation 2: a step beside the island

**Question.** The island lies at the foot of a straight step on the sixfold surface. Does the step choose between the two orientations?

**Solution.** The symmetry group $G'$ now contains the elements of $G$ that also preserve the step. They must keep the direction of the edge and leave the upper terrace on its own side. The answer depends on how the edge runs.

*Zigzag edge, along $x$.* The surviving elements are $R_0$ and $M_{90}$, which reverses $x$. Both lie in $H$, so each orientation is mapped to itself and nothing connects the two. Their energies may differ.

*Armchair edge, along $y$.* Let the upper terrace lie directly above the lattice of the lower one, with no sideways shift. The surviving elements are then $R_0$ and $M_0$, which reverses $y$. Since $M_0$ lies in the coset $R_{60}H$, it exchanges the two orientations. They remain equal in energy.

For numbers, the upper terrace is a half-plane of surface atoms at the height of the island's low plane, with the same pair potential. The angle is held at 0 or 60 degrees, and the interaction energy with the step is minimized over a grid of positions. The interaction with the lower terrace is left out of this comparison.

At the zigzag step, the island at 0 degrees presents a flat side and is bound by 0.666 eV. At 60 degrees it presents a corner and is bound by 0.099 eV. The difference is 0.567 eV, or $0.567/0.0862=6.6$ in units of $k_BT$ at 1000 K. The corresponding Boltzmann ratio is about 700. These are grid values: minimizing over continuous positions moves 0.666 to 0.669 eV and the ratio to about 740, and adding the lower terrace moves the ratio to about 790. At the armchair step both orientations are bound by 0.128 eV, as the mirror requires.

The armchair result holds for aligned islands. An island free to turn by 30 degrees could lay a flat side against that step. The small cost of such a turn on the terrace, 0.014 eV, suggests that it would do so in this model, but this was not computed.

Steps facing the other way prefer the other orientation. Rotation by 180 degrees carries a zigzag step into one with its upper terrace on the opposite side, and it carries the island from 0 to 180 degrees, which is the 60-degree orientation. In this model a single orientation is therefore favoured when aligned triangles with X atoms along their edges form at zigzag steps that all descend in the same direction. The preference comes from the shape, a flat side against a corner, and the shape is tied to the orientation only through the edge termination. A triangle of the 60-degree layer with M atoms along its edges (28 M and 42 X atoms) also lays a flat side against the same step and is bound by 0.74 eV. The step selects an orientation only if one edge type prevails.

**Comparison with real films.** The parameters lie roughly in the regime of a transition-metal dichalcogenide monolayer on graphene, with lattice constants near 3.2 and 2.5 angstrom and growth near 1000 K. The island is a small nucleus; grown domains can be far larger. In graphite and Bernal-stacked graphene, neighbouring layers are shifted sideways, so the sixfold symmetry and the equality at an armchair step are only approximate. Real surfaces have steps. Of the two departures from sixfold symmetry computed here, a zigzag step has the larger effect: for X-edged triangles beside it, the Boltzmann ratio of the two lowest energies moves from 1 to about 700, against 1.05 for the sublattice contrast. An equilibrium population would also count the positions open to each island, and the loosely bound corner-on island has more of them, which lowers the ratio. The figure of 700 is not a prediction for a material. It compares a flat side with a corner for one edge termination, and M-edged triangles lie flat against the step in the other orientation. Pair forces omit chemical bonds between island and step, as well as atoms that may saturate the edges, and growth need not reach equilibrium. The energies behind this comparison are listed in the numerical output below.

## Numbers as computed

```
Orders of G and H, and number of distinct orientations:
  aligned at 0 deg, sixfold surface: |G|=12, |H|=6, variants=2
  aligned at 30 deg, sixfold surface: |G|=12, |H|=6, variants=2
  twisted by 10 deg, sixfold surface: |G|=12, |H|=3, variants=4
  layer without mirrors, sixfold surface: |G|=12, |H|=3, variants=4
  aligned at 0 deg, threefold surface: |G|=6, |H|=6, variants=1
Turns taking one orientation to the other (deg): [60, 180, 300]
Lattice constants, surface and layer: 2.5, 3.2 angstrom
Heights of layer planes: 3.4, 5.0, 6.6 angstrom
Pair depth 0.01 eV, sigma 3.4 angstrom, cutoff 10.0 angstrom
Island: 77 atoms, side 19.2 angstrom = 1.92 nm
Registry grid: 12 x 12 points per surface cell
Lowest island energy at 0 deg: -5.52715 eV
Lowest energy relative to 0 deg:
  twist  -10 deg:   0.01422 eV
  twist    0 deg:   0.00000 eV
  twist   10 deg:   0.01422 eV
  twist   30 deg:   0.01439 eV
  twist   50 deg:   0.01422 eV
  twist   60 deg:  -0.00000 eV
  twist   70 deg:   0.01422 eV
  twist   90 deg:   0.01439 eV
Fixed registry test, shift 0.6, 0.7 angstrom:
  turned 60 deg, shift turned too: change 0.00000 eV (magnitude)
  turned 60 deg, shift kept: change 0.00341 eV
Thermal energy at 1000 K: 0.08617 eV
Sublattice contrast 20%: E(60)-E(0) = -0.00449 eV, 0.0521 of kT
Zigzag step binding, 0 deg (flat side to step): -0.6662 eV
Zigzag step binding, 60 deg (corner to step): -0.0992 eV
Preference for 0 deg at zigzag step: 0.5669 eV = 6.58 kT
Boltzmann ratio of the two orientations there: 719.9
Armchair step binding, 0 and 60 deg: -0.1277, -0.1277 eV
Largest lateral force on a low-plane atom: 0.00724 eV/angstrom
Bond stiffness taken: 10.0 eV/angstrom^2
Resulting displacement: 0.000724 angstrom
```
